# Why an unknown contact area spares the Richardson slope

## Two contacts, two temperatures

Take two metal contacts on the same semiconductor, alike except that the second conducts through one fifth of its area. The rest is blocked, say by residual oxide. Under the same small bias, the second contact carries one fifth of the current of the first at 260 K, and one fifth again at 340 K.

Now ask by what factor the current grows between the two temperatures. The answer is the same for both contacts, because the one fifth appears in both currents and drops out of their ratio. The growth is governed by the barrier the electrons must surmount, so a barrier deduced from it does not require the area.

Suppose instead that only one current is known. A small current may mean a high barrier or a small conducting area. Someone who believes that the whole contact conducts must blame the barrier, and will report it too high.

To learn how much too high, and when the cancellation fails, we need the current law.

## Where the area enters

Let $\phi$ be the barrier, written as an energy: the height of the conduction-band edge at the interface above the Fermi level of the metal. Let $q$ be the positive elementary charge, $k$ Boltzmann's constant and $h$ Planck's constant. In thermionic emission, every electron that arrives with enough energy to pass the barrier top crosses it.

Silicon has six conduction-band valleys. For a (100) surface their principal axes lie along the surface normal $x$ and the in-plane directions $y,z$. At the barrier top, an electron in one valley has energy $\phi+\varepsilon$ above the Fermi level, with

$$\varepsilon=\frac{p_x^2}{2m_x}+\frac{p_y^2}{2m_y}+\frac{p_z^2}{2m_z}.$$

There are $2/h^3$ states per unit volume of space and momentum, the 2 counting spin. In equilibrium the current density crossing one way from this valley is

$$J_{\rm v}=\frac{2q}{h^3}\int_{p_x>0}\frac{p_x}{m_x}\,\frac{d^3p}{e^{(\phi+\varepsilon)/kT}+1}.$$

When $\phi\gg kT$, the 1 in the denominator is negligible and the exponential factorises. Since $p_x\,dp_x/m_x=d(p_x^2/2m_x)$, the normal integral is

$$\int_0^\infty \frac{p_x}{m_x}e^{-p_x^2/2m_xkT}\,dp_x=kT .$$

The two in-plane Gaussian integrals give $\sqrt{2\pi m_ykT}$ and $\sqrt{2\pi m_zkT}$. Hence

$$J_{\rm v}=\frac{4\pi qk^2\sqrt{m_ym_z}}{h^3}\,T^2e^{-\phi/kT}.$$

Two valleys have their long axis along the normal, and each contributes $\sqrt{m_tm_t}=m_t$. The other four each contribute $\sqrt{m_lm_t}$. Here $m_l$ and $m_t$ are the longitudinal and transverse masses. The sum is

$$J=A^*T^2e^{-\phi/kT},\qquad A^*=\frac{4\pi qk^2}{h^3}\left(2m_t+4\sqrt{m_lm_t}\right).$$

The Richardson constant $A^*$ contains no temperature if the masses are constant. Multiplying $J$ by the area $A_{\rm act}$ that conducts gives the saturation current

$$I_s=A_{\rm act}A^*T^2e^{-\phi/kT}. \tag{1}$$

A forward voltage $V$ raises the Fermi level on the semiconductor side by $qV$. The flow from that side grows by $e^{qV/kT}$, while the opposing flow from the metal stays the same. The net current is therefore

$$I=I_s\left(e^{qV/kT}-1\right)=I_s\,e^{qV/kT}\left(1-e^{-qV/kT}\right).$$

Dividing by the last bracket and taking logarithms gives

$$\ln\frac{I}{1-e^{-qV/kT}}=\ln I_s+\frac{qV}{kT}.$$

A straight line through measured points, extrapolated to $V=0$, thus yields $I_s$. No area has been used so far.

## Two ways to read the barrier

Divide equation (1) by $T^2$ and take the logarithm, with currents, areas and temperatures expressed as numbers in fixed units:

$$\ln\frac{I_s}{T^2}=\ln(A_{\rm act}A^*)-\frac{\phi}{k}\,\frac1T. \tag{2}$$

The area multiplies the current, so it adds to the logarithm. If it is constant, it moves the whole Richardson line up or down without tilting it. For two temperatures $T_1<T_2$, subtracting the two copies of equation (2) removes the constant:

$$\ln\frac{I_{s2}}{T_2^2}-\ln\frac{I_{s1}}{T_1^2}=\frac{\phi}{k}\left(\frac1{T_1}-\frac1{T_2}\right).$$

Solving for the barrier,

$$\phi=k\,\frac{\ln(I_{s2}/T_2^2)-\ln(I_{s1}/T_1^2)}{1/T_1-1/T_2}. \tag{3}$$

Dividing every current by an assumed area would subtract the same number from both logarithms. The result would not change, however wrong the assumed area.

With one current there is no second equation to subtract. One must insert an area, usually the geometric area $A_{\rm geo}$, and solve for the barrier:

$$\phi_{\rm single}=kT\ln\frac{A_{\rm geo}A^*T^2}{I_s}. \tag{4}$$

Substituting the true current from equation (1) cancels $A^*T^2$ and leaves

$$\phi_{\rm single}=kT\ln\left(\frac{A_{\rm geo}}{A_{\rm act}}e^{\phi/kT}\right)=\phi+kT\ln\frac{A_{\rm geo}}{A_{\rm act}}. \tag{5}$$

The error is positive when less area conducts than was assumed. It is logarithmic because the barrier sits in an exponent: a modest change of barrier imitates a large change of area. It is proportional to $T$ because a given change of barrier alters the current less at higher temperature, so a larger change is needed to imitate the same area ratio.

## A silicide contact in numbers

Consider a round nickel-silicide contact on n-type silicon (100), with $\phi=0.650$ eV, doping $10^{16}$ cm$^{-3}$ and diameter 200 µm. The masses are $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass, which give $A^*=246.6$ A cm$^{-2}$ K$^{-2}$. The geometric area is $3.1416\times10^{-4}$ cm$^2$, and one fifth of it is active.

The momentum integral was evaluated by Gauss–Legendre quadrature for five forward voltages from 0.04 to 0.12 V, at nine temperatures from 260 to 340 K. Each set of currents was then extrapolated to zero voltage as described above. Three of the resulting saturation currents are listed here; the logarithm takes $I_s$ in A and $T$ in K.

| $T$ (K) | $I_s$ (A) | $\ln(I_s/T^2)$ |
|---|---|---|
| 260 | $2.6348\times10^{-10}$ | −33.1784 |
| 300 | $1.6787\times10^{-8}$ | −29.3102 |
| 340 | $4.1527\times10^{-7}$ | −26.3522 |

Between the outer temperatures the logarithm rises by 6.8262, while $1/T$ falls by $9.050\times10^{-4}$ K$^{-1}$. With $k=8.617\times10^{-5}$ eV/K, equation (3) gives

$$\phi=\frac{8.617\times10^{-5}\times6.8262}{9.050\times10^{-4}}\ \text{eV}=0.650\ \text{eV}.$$

A least-squares line through all nine points gives the same value.

Now use the 300 K current alone, where $kT=25.852$ meV, and assume that the full contact conducts:

$$\phi_{\rm single}=0.025852\,\ln\frac{3.1416\times10^{-4}\times246.6\times300^2}{1.6787\times10^{-8}}\ \text{eV}=0.692\ \text{eV}.$$

This is 41.6 meV too high relative to the barrier put into the model, in agreement with $kT\ln5$.

Keeping the temperature at 300 K and changing the active fraction gives:

| Active fraction | Slope barrier (eV) | Single-current error (meV) |
|---|---|---|
| 1 | 0.650 | 0 |
| 0.5 | 0.650 | 17.9 |
| 0.2 | 0.650 | 41.6 |
| 0.1 | 0.650 | 59.5 |
| 0.01 | 0.650 | 119 |

Each factor of ten in area costs another 59.5 meV at this temperature. At the other extreme, an area overestimated by 10% costs $kT\ln1.1$, or about 2.5 meV. The single-current method is therefore tolerant of small area errors.

## What the intercept keeps

The area has not vanished from the data. By equation (2), the intercept of the Richardson line at $1/T=0$ is $\ln(A_{\rm act}A^*)$. Dividing its exponential by the geometric area gives an apparent Richardson constant, here 49.3 A cm$^{-2}$ K$^{-2}$, one fifth of the value used in the model. The intercept fixes only the product $A_{\rm act}A^*$. To obtain the area from it, one must know $A^*$ independently.

The intercept is also a long extrapolation. A least-squares line passes through the mean point of the data, and here the mean of $1/kT$ is about 39 eV$^{-1}$. If the slope barrier is wrong by $\delta\phi$ through an error that leaves this mean point in place, such as scatter, the line pivots about that point and the logarithm of the prefactor changes by $39\,\delta\phi$, with $\delta\phi$ in eV. An error of 10 meV multiplies the inferred area by 1.48. The slope can thus yield a useful barrier while the intercept yields a poor area.

## The slope removes any term proportional to temperature

Equation (4) defines $\phi_{\rm single}$ at every temperature, whatever the origin of the current. Rearranged, it reads

$$\ln\frac{I_s}{T^2}=\ln(A_{\rm geo}A^*)-\frac{\phi_{\rm single}(T)}{kT}.$$

Let $u=1/T$. The local slope barrier is $-k$ times the derivative of the left side with respect to $u$, so

$$\phi_{\rm slope}=\frac{d}{du}\left(u\,\phi_{\rm single}\right)=\phi_{\rm single}+u\frac{d\phi_{\rm single}}{du}.$$

Since $T=1/u$, we have $dT/du=-T^2$, and therefore

$$\phi_{\rm slope}=\phi_{\rm single}-T\frac{d\phi_{\rm single}}{dT}. \tag{6}$$

This is where the tangent to the curve $\phi_{\rm single}(T)$ meets the axis $T=0$. A constant area error contributes a straight line through the origin, $kT\ln(A_{\rm geo}/A_{\rm act})$, and such a line adds nothing to the tangent's intercept. In the example the single-current barrier climbs by 0.139 meV/K, from 0.686 eV at 260 K to 0.697 eV at 340 K. Its extrapolation to 0 K is 0.650 eV.

The same property has a less welcome side. Suppose that the true barrier itself changes linearly,

$$\phi(T)=\phi_{300}+c\,(T-300\ \text{K}).$$

Inserting this in equation (5), which holds at each temperature, and then using equation (6) gives

$$\phi_{\rm slope}=\phi_{300}-c\,(300\ \text{K}).$$

The area is still absent, but the slope now reports the straight-line extrapolation of the barrier to 0 K rather than the barrier at room temperature. If the silicide's Fermi level keeps a fixed distance from the valence band, the barrier for electrons follows the silicon gap, with $c$ roughly −0.25 meV/K near room temperature. The slope barrier is then 75 meV above $\phi_{300}$ (76 to 82 meV with common curved fits to the gap). It is not the barrier at 0 K either: the gap flattens on cooling, and that barrier would lie only about 46 meV above $\phi_{300}$. That exceeds the 41.6 meV made by the single-current method with a fivefold area error. "Unchanged by the area" does not mean "equal to the room-temperature barrier".

Nor does agreement between the two methods prove both right. By equation (6) they agree when $\phi_{\rm single}$ does not vary with temperature, which requires

$$c+k\ln\frac{A_{\rm geo}}{A_{\rm act}}=0.$$

For one-fifth coverage this means $c=-0.139$ meV/K. Both methods would then report a value 41.6 meV above $\phi_{300}$. Current data of this kind determine only the sum of the two terms. Even with $A^*$ known, as assumed here, separating them needs independent knowledge of either the active area or the barrier's temperature coefficient.

## When the active area changes with temperature

Return to a constant barrier, but let $A_{\rm act}$ depend on $T$. Differentiating equation (5) gives

$$\frac{d\phi_{\rm single}}{dT}=k\ln\frac{A_{\rm geo}}{A_{\rm act}}-kT\frac{d\ln A_{\rm act}}{dT}.$$

Put this into equation (6). The logarithms cancel, and

$$\phi_{\rm slope}=\phi+kT^2\frac{d\ln A_{\rm act}}{dT}. \tag{7}$$

An active area that grows on heating helps the current to rise, and the slope credits that help to the barrier. At 300 K, growth of only 0.1% per kelvin raises the slope barrier by $25.852\times300\times0.001=7.8$ meV.

Such growth can occur with no physical change of the contact. Let a fraction $f$ of the area have barrier $\phi$, while the supposedly dead remainder conducts over a barrier higher by $\Delta$. Adding the two currents and comparing with equation (1) gives an effective area

$$A_{\rm act}=A_{\rm geo}\left[f+(1-f)e^{-\Delta/kT}\right].$$

The derivative of $e^{-\Delta/kT}$ with respect to $T$ is $e^{-\Delta/kT}\Delta/kT^2$. Equation (7) then becomes

$$\phi_{\rm slope}-\phi=\Delta\,w,\qquad w=\frac{(1-f)e^{-\Delta/kT}}{f+(1-f)e^{-\Delta/kT}},$$

where $w$ is the share of the current carried by the remainder. For $f=0.2$, $\Delta=0.10$ eV and $T=300$ K, the share is 7.7% and the slope barrier rises by 7.7 meV. The shift vanishes for a very high second barrier, which carries no current, and for $\Delta=0$, where the whole contact is uniform. The slope reports the current-weighted mean of the two barriers.

Adding currents in this way assumes regions wide compared with the depletion layer. In the example that layer is 233 nm thick, while a single round active region would have a radius of 44.7 µm. For smaller patches the surroundings alter the potential in front of each patch, starting at its rim. With $\Delta=0.10$ eV and no image force, a round patch whose radius equals the depletion width loses only about 3% of its effective area. Near a tenth of that radius it loses almost half, and below that the barrier at its centre rises as well. The image force (next section) moves the barrier top about 3 nm into the silicon, where the surroundings act more strongly: the two losses grow to roughly a tenth and two thirds, and the barrier at the centre is already a few meV higher at a third of the depletion width. Neither the barrier nor the effective area of such a patch need stay constant.

## How far the model can be trusted

The contact parameters are rough typical values for nickel silicide on n-type silicon. The active fraction of one fifth was chosen low to make the area effect plain, and is not a value to expect of a continuous, fully reacted film. The main simplifications are the constant, uniform barrier and ideal emission. The next table changes one ingredient at a time, keeps the active fraction at one fifth, and repeats the simulated measurement. Shifts are relative to the values 0.650 and 0.692 eV found above.

| Added effect | Slope (meV) | Single, 300 K (meV) |
|---|---|---|
| Image force | −24.4 | −21.1 |
| Tunnelling, WKB, unrounded barrier | −14 | −10 |
| Limited drift supply | −4.3 | +10.6 |
| Series resistance, 28 Ω | +0.9 | −0.03 |
| Barrier follows gap | +75 | 0 |
| Remainder conducts | +7.5 | −2.1 |
| Thermometer 1 K low | −4.6 | −2.3 |
| True $A^*$ is 112 | 0 | +20.4 |

The image force lowers the barrier by $\sqrt{q^3F/4\pi\epsilon}$, where $F$ is the interface field and $\epsilon$ the permittivity of silicon. This is a real reduction of the barrier that electrons cross, so both methods register it. The lowering shrinks on heating because the band bending falls, and equation (6) turns that trend into the slightly larger shift of the slope.

The tunnelling row adds the electrons that pass just below the top of the sharp parabolic barrier, with WKB transmission and the mass along the normal for each valley. Once the image force rounds the top, the same WKB rule adds only about −6 and −4.5 meV to the image-force shifts. The Kemble transmission $1/(1+e^{2S})$, with $S$ the WKB exponent, also counts reflection just above the rounded top and reduces these to about −2.7 and −0.9 meV. Quantum reflection at the metal interface, not included here, reduces the current and acts the other way. Its size depends on the metal's band structure and can exceed the tunnelling shifts: for a model free-electron metal (Fermi energy 3 to 12 eV, wavefunction and its derivative divided by the mass matched at the interface) and a rounded top, relative to the image-force values, tunnelling and reflection together raise the slope barrier by roughly 4 to 8 meV and the single-current barrier by roughly 15 to 30 meV. The drift row multiplies the current by $1/(1+v_r/v_d)$, where $v_r=A^*T^2/qN_c$ is the speed at which the contact collects electrons and $N_c$ is the conduction band's effective density of states. The drift speed $v_d$ is fixed at a rough $10^7$ cm/s. Because $N_c\propto T^{3/2}$, $v_r$ rises as $\sqrt T$ and the factor falls on heating. It therefore lowers the slope barrier while the reduced current raises the single-current barrier. The signs hold as long as the mobility falls on heating, as it does at this doping, but the sizes depend on $v_d$: taking it from diffusion theory, near mobility times field (about $4\times10^7$ cm/s for a mobility of 1200 cm$^2$/V s falling as $T^{-2}$), gives roughly −8 and +3 meV instead.

The resistance is that of current spreading from one round active region into silicon of 0.5 Ω cm, held fixed in temperature; letting it rise as $T^2$ moves the slope shift to +1.1 meV. The 28 Ω is the value for an equipotential disc; uniform injection over the disc gives 30 Ω and a slope shift of +1.0 meV. The row for the conducting remainder is a fit over the full temperature range, hence 7.5 rather than the local 7.7 meV. The thermometer row is a uniform offset. An error that varies over the range harms the slope more: a thermometer reading 1 K high at 260 K and 1 K low at 340 K raises the slope barrier by 18 meV and leaves the 300 K single-current value alone.

The last row supposes that the contact's true Richardson constant is 112 A cm$^{-2}$ K$^{-2}$, near the rough effective value of 110 quoted for n-type silicon, while the analysis still uses 246.6. That effective value already includes drift, scattering and quantum corrections, so this row overlaps the drift and tunnelling rows, and treating it as constant is an idealisation. A constant error in $A^*$ acts just like one in the area, since equation (1) contains only their product. Together with one-fifth coverage it would put the single-current barrier 62 meV too high and leave the slope alone.

Two other limits are remote here. The peak field at zero bias is 0.036 MV/cm, well below silicon's breakdown field of roughly 0.3 MV/cm, and forward bias reduces it. The doping is $3.6\times10^{-4}$ of $N_c$, so the semiconductor is far from degenerate.

The choice of method therefore depends on what is uncertain. If the area or $A^*$ is in doubt by a large constant factor and $|c|$ is below $k$ times the logarithm of that factor, the slope is the better guide. For a factor of five the limit is 0.139 meV/K, only 11 meV over the 80 K range, and a barrier that follows the silicon gap exceeds it. The rule also assumes a uniform barrier over the active area. With $c=0$ and a factor of five, a Gaussian spread of barriers with a standard deviation of 30 meV puts the slope 35 meV below the mean barrier and the single current 24 meV above it. If 1% of the active area, in wide regions, has a barrier lower by 0.15 eV, the slope falls 117 meV below the main barrier. If the area and $A^*$ are well known but the barrier drifts with temperature, the single current gives the better room-temperature barrier.
